\section*{Density-matrix embedding of one site of Hückel benzene}

\section*{Data common to all parts}

The $\pi$ electrons of neutral benzene are described by a regular ring of six carbon sites, numbered $0$ to $5$. Each site $j$ carries one real p orbital $|j\rangle$, and these orbitals are orthonormal. The one-electron Hamiltonian $h$ has site energy $\alpha$ and neighbour coupling $\beta<0$, with all other elements zero. Six electrons fill the three lowest orbitals with both spins. Electron repulsion is absent until part (e), apart from a Hartree--Fock check in part (d).

The density matrix per spin is the projector on the occupied orbitals,
\begin{equation}
P=\sum_{\text{occ}}|\psi\rangle\langle\psi| ,\qquad P^2=P .
\end{equation}
The fragment is site $0$ and the environment is sites $1$ to $5$. For numbers take $\alpha=0$ and $\beta=-2.5$~eV, a rough value for benzene.

\section*{Part (a): the density matrix}

\textbf{Question.} Find the row $P_{0j}$ of the density matrix.

\textbf{Answer.} The ring is unchanged by a rotation through one site, so we try
\begin{equation}
|m)=\frac{1}{\sqrt6}\sum_{j=0}^{5}e^{i\pi mj/3}|j\rangle ,\qquad m=0,\pm1,\pm2,3 .
\end{equation}
At site $j$ the Hamiltonian gives $\alpha$ times the amplitude there plus $\beta$ times the amplitudes at $j\pm1$. These differ from the amplitude at $j$ by the factors $e^{\pm i\pi m/3}$, so
\begin{equation}
\varepsilon_m=\alpha+\beta\left(e^{i\pi m/3}+e^{-i\pi m/3}\right)=\alpha+2\beta\cos\frac{\pi m}{3}.
\end{equation}
Since $\beta<0$, the lowest level is $m=0$ at $\alpha+2\beta$, followed by the pair $m=\pm1$ at $\alpha+\beta$. These three are filled. The next pair lies at $\alpha-\beta$, so the filling is a closed shell. Because both members of the degenerate pair are filled, $P$ does not depend on how that pair is chosen. Summing over $m=0,\pm1$, with $d$ the number of steps between two sites,
\begin{equation}
P_{0d}=\frac16\left(1+e^{i\pi d/3}+e^{-i\pi d/3}\right)=\frac16\left(1+2\cos\frac{\pi d}{3}\right).
\end{equation}
The cosines for $d=0,1,2,3$ are $1,\tfrac12,-\tfrac12,-1$, hence
\begin{equation}
P_{00}=\tfrac12,\qquad P_{01}=P_{05}=\tfrac13,\qquad P_{02}=P_{04}=0,\qquad P_{03}=-\tfrac16 .
\end{equation}

\section*{Part (b): the bath}

\textbf{Question.} Show that the fragment is entangled with a single environment orbital $|b\rangle$ per spin, and find its amplitudes. What happens to the other occupied orbitals?

\textbf{Answer.} Project the fragment orbital on the occupied space and separate its environment part $|v\rangle$:
\begin{equation}
P|0\rangle=P_{00}|0\rangle+|v\rangle ,\qquad |v\rangle=\tfrac13|1\rangle-\tfrac16|3\rangle+\tfrac13|5\rangle .
\end{equation}
The norm of $|v\rangle$ follows from $P^2=P$:
\begin{equation}
P_{00}=\langle0|P^2|0\rangle=P_{00}^2+\langle v|v\rangle
\quad\Rightarrow\quad
\langle v|v\rangle=P_{00}(1-P_{00})=\tfrac14 .
\end{equation}
The direct sum agrees: $\tfrac19+\tfrac1{36}+\tfrac19=\tfrac14$. The normalized orbital is therefore $|b\rangle=2|v\rangle$,
\begin{equation}
|b\rangle=\tfrac23\left(|1\rangle+|5\rangle\right)-\tfrac13|3\rangle .
\label{bath}
\end{equation}
Its overall sign is a convention, fixed here by $P_{0b}>0$. The amplitude is $2/3$ on both neighbours, $-1/3$ on the para site and zero on the meta sites.

To see that no other environment orbital is needed, normalize $P|0\rangle$. Its squared norm is $\langle0|P|0\rangle=\tfrac12$, so
\begin{equation}
|\chi\rangle=\sqrt2\,P|0\rangle=\sqrt2\left(\tfrac12|0\rangle+\tfrac12|b\rangle\right)=\frac{|0\rangle+|b\rangle}{\sqrt2}
\end{equation}
is an occupied orbital. Complete the occupied space with two orbitals $|\kappa_1\rangle,|\kappa_2\rangle$ orthogonal to $|\chi\rangle$. Since $P|\kappa\rangle=|\kappa\rangle$,
\begin{equation}
\langle0|\kappa\rangle=\langle0|P|\kappa\rangle=\tfrac{1}{\sqrt2}\langle\chi|\kappa\rangle=0 .
\end{equation}
Both vanish on site $0$. Being orthogonal to $|\chi\rangle$ and to $|0\rangle$, they are also orthogonal to $|b\rangle$. They form a filled core that lies wholly in the environment.

A rotation among filled orbitals changes a determinant by at most a phase. With $c_0^\dagger$, $b^\dagger$ and $\kappa_i^\dagger$ creating electrons of one spin in the corresponding orbitals, the state of that spin is
\begin{equation}
|\Psi\rangle=\frac{1}{\sqrt2}\left(c_0^\dagger+b^\dagger\right)|K\rangle ,\qquad |K\rangle=\kappa_1^\dagger\kappa_2^\dagger|\text{vac}\rangle .
\end{equation}
Site $0$ is filled in the first term and empty in the second, each with weight $\tfrac12$. The two environment states differ only by one electron in $b$, which is the entanglement asked for.

The same decomposition, $P=|\chi\rangle\langle\chi|+\text{core}$, shows that the environment block of $P$ is $\tfrac12|b\rangle\langle b|$ plus the core projector. Its eigenvalues are $1,1,\tfrac12,0,0$. The bath is the one partly filled environment orbital, which makes it unique up to a phase. The numerical output confirms these eigenvalues, and an explicit expansion of the three-electron determinant confirms the relation between its two parts to rounding error.

\section*{Part (c): the embedded problem and its energy}

\textbf{Question.} Project $h$ on $\{|0\rangle,|b\rangle\}$, solve the embedded problem, and recover the total $\pi$ energy from the fragment. Why is that total not six times the embedded energy?

\textbf{Answer.} Site $0$ couples to sites $1$ and $5$ alone, so
\begin{equation}
h_{0b}=\beta\left(\tfrac23+\tfrac23\right)=\tfrac43\beta .
\end{equation}
The bath lives on sites $1,3,5$, no two of which are neighbours. Hence $h_{bb}=\alpha\langle b|b\rangle=\alpha$, and
\begin{equation}
h_{\text{emb}}=\begin{pmatrix}\alpha&\tfrac43\beta\\[2pt] \tfrac43\beta&\alpha\end{pmatrix},
\qquad \varepsilon_\pm=\alpha\pm\tfrac43\beta .
\end{equation}
The lower level is $\alpha+\tfrac43\beta$, with orbital $(|0\rangle+|b\rangle)/\sqrt2=|\chi\rangle$. Filling it with two electrons reproduces the projected density matrix, with $P_{00}=P_{0b}=\tfrac12$. For $\beta=-2.5$~eV the coupling is $-3.33$~eV and the levels are $\mp3.33$~eV.

The occupied levels of the full ring sum to $3\alpha+4\beta$ per spin. Subtracting the embedded orbital leaves the core energy
\begin{equation}
\left(3\alpha+4\beta\right)-\left(\alpha+\tfrac43\beta\right)=2\alpha+\tfrac83\beta ,
\end{equation}
which is $-6.67$~eV per spin here.

The total energy is $E=2\sum_{ij}h_{ij}P_{ji}$, the factor $2$ being for spin. Assign to site $0$ the terms with $i=0$. For environment sites $P_{j0}=v_j=\tfrac12b_j$, so $\sum_{j\ne0}h_{0j}P_{j0}=\tfrac12h_{0b}=h_{0b}P_{0b}$. The share of site $0$ is
\begin{equation}
e_0=2\alpha P_{00}+2h_{0b}P_{0b}=\alpha+\tfrac43\beta .
\end{equation}
All sites are equivalent, so
\begin{equation}
E=6e_0=6\alpha+8\beta .
\end{equation}
This is twice $3\alpha+4\beta$, as it must be. Numerically $e_0=-3.33$~eV and $E=-20.0$~eV.

The two-electron embedded energy is $2\alpha+\tfrac83\beta=2e_0$. It contains the bath's own site energy and both halves of the fragment--bath coupling, one of which belongs to the other sites. Multiplying it by six would count everything twice.

\section*{Part (d): when does the bath change?}

\textbf{Question.} Examine the effect of (i) a second-neighbour coupling $\beta'=x\beta$, (ii) alternating bonds, and (iii) removal of four electrons from the regular ring.

\textbf{Answer.} (i) The rotation symmetry remains, so the orbitals $|m)$ are unchanged and their energies become
\begin{equation}
\varepsilon_m=\alpha+2\beta\cos\frac{\pi m}{3}+2x\beta\cos\frac{2\pi m}{3}.
\end{equation}
In units of $\beta$, and relative to $\alpha$, the values for $m=0,\pm1,\pm2,3$ are $2+2x$, $1-x$, $-1-x$ and $-2+2x$. A larger value means a lower energy. The filled set stays $\{0,\pm1\}$ if $1-x>-2+2x$ and $2+2x>-1-x$, that is, if $|x|<1$. The other two comparisons, $1-x>-1-x$ and $2+2x>-2+2x$, hold for any $x$. Within this range $P$ and the bath do not change, although the orbital energies do. The total energy stays at $6\alpha+8\beta$, because the second-neighbour coupling enters it only through $P_{02}=P_{04}=0$. The numerical case $x=0.1$ gives the amplitudes of Eq.~\eqref{bath}.

The argument uses symmetry and filling alone. It therefore also covers a mean-field Hamiltonian with the ring's symmetry, provided there is one $\pi$ orbital per carbon and the same three orbitals are filled. A restricted Hartree--Fock calculation in the STO-3G basis, on a regular hexagon with C--C $1.39$ and C--H $1.09$~\AA, meets these conditions once the p orbitals are symmetrically orthogonalized. It gives $0.6667$ on the neighbours and $-0.3333$ on the para site. A larger basis has several $\pi$ functions per carbon, and the result depends on the choice of one orbital per site. In 6-31G, intrinsic atomic orbitals, which span the occupied space, again give $0.6667$ and $-0.3333$. The inner orthogonalized 2p function alone does not span it, and gives $0.651$, $-0.040$ and $-0.385$ on the neighbour, meta and para sites.

(ii) Alternation makes the two neighbours of site $0$ inequivalent. With $1.1\beta$ on the bond $0$--$1$ and $0.9\beta$ on the bond $5$--$0$, alternating around the ring, the amplitudes on sites $1,3,5$ are $0.760,-0.324,0.563$. The bath leans towards the stronger bond. In the limit where the weak bonds vanish, site $0$ shares a two-site bond with site $1$, and $|b\rangle=|1\rangle$.

The zeros on sites $2$ and $4$ survive. With neighbour couplings only, $h-\alpha$ connects even sites to odd sites. At half filling with a gap around $\alpha$,
\begin{equation}
P=\tfrac12\left[1-\operatorname{sgn}(h-\alpha)\right].
\end{equation}
On the finite set of levels, which is symmetric about zero, the sign function equals an odd polynomial. Odd powers of $h-\alpha$ also connect even to odd sites, so $P_{02}=P_{04}=0$.

(iii) Removing only two electrons would leave two for the degenerate pair $m=\pm1$, and the filling alone would not fix $P$. With four removed, the remaining two fill $m=0$, which is a closed shell. Then $P_{0j}=\tfrac16$ for every $j$, and the bath is $(|1\rangle+|2\rangle+|3\rangle+|4\rangle+|5\rangle)/\sqrt5$. The bath thus depends on the charge state as well as on the geometry.

\section*{Part (e): adding electron repulsion}

\textbf{Question.} Give every site a Hubbard repulsion $U$. Keep the bath of part (b), put $U$ explicitly on the fragment and treat it in mean field on the bath. With $\alpha=0$, solve the two-electron embedded problem and judge the energy for $U=5$~eV, a rough effective value (on-site less neighbour repulsion, which Pariser--Parr--Pople parameters place between about $3$ and $6$~eV depending on the interpolation formula).

\textbf{Answer.} Each environment site holds $\tfrac12$ electron of the opposite spin, so the mean field raises it by $U/2$. This shift is uniform over the environment, so it raises the bath by $U/2$ and leaves $h_{0b}$ alone. Write $h_{0b}=-t$ with $t=\tfrac43|\beta|$. The singlet states have energies
\begin{itemize}
\item both electrons on site $0$: $U$;
\item both electrons in the bath: $2\times U/2=U$;
\item one electron in each: $U/2$.
\end{itemize}
The last state couples to each doubly filled one by $-\sqrt2\,t$. It therefore couples to their normalized sum by $-2t$ and not to their difference. The ground state follows from
\begin{equation}
\begin{pmatrix}U/2&-2t\\-2t&U\end{pmatrix},\qquad
E_{\text{emb}}=\tfrac34U-R,\qquad R=\sqrt{\frac{U^2}{16}+4t^2}.
\end{equation}
The triplet lies at $U/2$, which is higher because $R>U/4$. The weight of the doubly filled combination is $\tfrac12\left(1-U/4R\right)$, and half of it has both electrons on site $0$. The double occupancy is thus
\begin{equation}
D=\frac14\left(1-\frac{U}{4R}\right).
\end{equation}
The coupling term is $-t\sum_\sigma(c_{0\sigma}^\dagger b_\sigma+b_\sigma^\dagger c_{0\sigma})$, with expectation value $-4tP_{0b}$. Differentiating the energy with respect to $t$ gives $-4P_{0b}=-\partial R/\partial t=-4t/R$, so
\begin{equation}
P_{0b}=\frac tR .
\end{equation}
At $U=0$ we recover $D=\tfrac14$ and $P_{0b}=\tfrac12$. For $U\gg t$ both tend to zero: the electrons localize, one in each orbital.

As in part (c), the energy is assembled from the fragment's share:
\begin{equation}
E=6\left(-2tP_{0b}+UD\right).
\end{equation}
With $t=3.333$~eV, $R=\sqrt{1.563+44.444}=6.783$~eV. Then $P_{0b}=0.4914$, $D=0.2039$ and
\begin{equation}
E=6\left(-3.276+1.020\right)\ \text{eV}=-13.54\ \text{eV}.
\end{equation}
Mean field gives $-20+6\times5/4=-12.50$~eV, and full diagonalization of the six-site Hubbard ring gives $-13.52$~eV. Relative to the latter, mean field is $1.02$~eV too high and the embedding $0.016$~eV too low. An energy below the true ground state of the model shows that this assembled energy is not a variational bound.

The small error comes from a cancellation. Full diagonalization gives $D=0.1808$ and $P_{01}=0.3158$. Its repulsion energy is $6UD=5.42$~eV, against $6.12$~eV in the embedding. Its hopping energy is $24\beta P_{01}=-18.95$~eV, against $-12tP_{0b}=-19.66$~eV. The embedding is $0.69$~eV too high in the first and $0.71$~eV too low in the second. Its total energy is therefore much better than its double occupancy. The cancellation holds only for moderate $U$. The embedding error is $-0.013$~eV at $U=3$~eV and changes sign between $6$ and $7$~eV. It reaches $+0.18$~eV at $U=10$~eV and $+1.1$~eV at $U=20$~eV. For $U\gg t$ the two terms of the fragment's share tend to $-8t^2/U$ and $+8t^2/U$, so the assembled energy loses its leading term.

\textbf{How far the bath can be trusted for benzene.} At the fixed regular geometry, repulsion changes the energy and the occupations but does little to the direction of the bath. In the Hubbard ring the occupations per spin move from $1$ and $0$ to about $0.97$ or $0.98$ for the three mostly filled orbitals, and to about $0.02$ or $0.03$ for the others. The density matrix is then no longer idempotent, so the proof in part (b) that one bath orbital suffices no longer applies. The direction of the environment column hardly moves: normalized, it is $0.670$ on the neighbours and $-0.322$ on the para site. Temperature is negligible: at $300$~K, with fixed Hückel levels and the chemical potential at midgap, the highest filled level is depleted by about $10^{-42}$. The $10\%$ alternation of part (d) shifts the neighbour amplitudes by about $0.1$, but it is an imposed distortion. An alternation of roughly zero-point size, with bonds of $1.368$ and $1.412$~\AA, gives neighbour amplitudes of $0.724$ and $0.605$ in Hartree--Fock/STO-3G. The instantaneous bath is thus more sensitive to geometry than to repulsion. The Hubbard ring is itself a model without explicit long-range repulsion, $\sigma$ electrons or nuclear motion, so its $1$~eV correction is not a prediction for the molecule. Full configuration interaction in the six $\pi$ orbitals of benzene lowers the Hartree--Fock energy by $2.9$~eV in STO-3G and by $2.0$~eV in 6-31G with intrinsic atomic orbitals. The normalized column then has $0.67$ to $0.68$ on the neighbours and about $-0.30$ on the para site.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Input coupling beta: -2.50 eV
Input effective repulsion U: 5.00 eV
Hueckel levels relative to alpha (eV): -5.0000 -2.5000 -2.5000 2.5000 2.5000 5.0000
Density matrix row P_0j, j=0..5: 0.5000 0.3333 0.0000 -0.1667 0.0000 0.3333
Squared norm of environment column: 0.2500
Bath amplitudes on sites 1..5: 0.6667 0.0000 -0.3333 0.0000 0.6667
Eigenvalues of environment block: 0.0000 0.0000 0.5000 1.0000 1.0000
Weight of determinant with site 0 empty: 0.5000
Largest error of A = b^dagger B: 1.4e-16
Fragment-bath coupling: -3.3333 eV
Embedded levels (eV): -3.3333 3.3333
Fragment-bath density matrix element: 0.5000
Core energy per spin: -6.6667 eV
Energy per site from embedding: -3.3333 eV
Total Hueckel energy: -20.0000 eV
Bath with second-neighbour coupling 0.1 beta: 0.6667 0.0000 -0.3333 0.0000 0.6667
Bath with bonds 1.1 beta and 0.9 beta: 0.7603 0.0000 -0.3236 0.0000 0.5632
Molecule: C-C 1.39 angstrom, C-H 1.09 angstrom
Bath from RHF/STO-3G benzene: 0.6667 0.0000 -0.3333 0.0000 0.6667
Hubbard ring, mean-field energy: -12.5000 eV
Hubbard ring, one-shot embedding energy: -13.5396 eV
Hubbard ring, full diagonalization energy: -13.5236 eV
Mean-field energy error: 1.0236 eV
Embedding energy error: -0.0160 eV
Embedded P_0b with repulsion: 0.4914
Double occupancy, mean field: 0.2500
Double occupancy, embedding: 0.2039
Double occupancy, full diagonalization: 0.1808
Correlated density matrix row P_0j: 0.5000 0.3158 0.0000 -0.1519 0.0000 0.3158
Correlated natural occupations per spin: 0.9797 0.9677 0.9677 0.0323 0.0323 0.0203
Normalized correlated environment column: 0.6695 0.0000 -0.3219 0.0000 0.6695
Thermal energy at 300 K: 0.02585 eV
Thermal depletion of highest filled level: 1.0e-42
\end{verbatim}
